# Quantum reflection from an attractive inverse-fourth-power tail

Take a particle of mass $m$ at zero energy in front of a wall that attracts it with $V(z)=-C_4/z^4$, where $z>0$ is the distance from the wall. With

$$\beta\equiv\beta_4=\frac{\sqrt{2mC_4}}{\hbar},$$

which is a length, the Schrödinger equation is $\psi''+(\beta^2/z^4)\psi=0$. Put $s=1/z$ and $\psi=z\,\chi(s)$. Since $d/dz=-s^2\,d/ds$,

$$\psi'=\chi-s\chi_s,\qquad \psi''=-s^2(\chi_s-\chi_s-s\chi_{ss})=s^3\chi_{ss},$$

while the potential term is $\beta^2s^4\cdot\chi/s=\beta^2s^3\chi$. Hence

$$\chi_{ss}+\beta^2\chi=0,\qquad \psi=z\,e^{\pm i\beta/z}.$$

In the variable $s$ the particle is free. The solution $\psi_0=z\,e^{i\beta/z}$ has $\psi_0'/\psi_0=1/z-i\beta/z^2$, so

$$\mathrm{Im}(\psi_0^*\psi_0')=|\psi_0|^2\left(-\frac{\beta}{z^2}\right)=-\beta .$$

The particle flux is $\hbar/m$ times this. It is negative, so $\psi_0$ moves towards the wall at every distance. Far away,

$$\psi_0=z+i\beta+O(\beta^2/z). \tag{1}$$

A wave of small positive energy must join on to this function, and the join turns almost all of it back.

Let the energy be $E=\hbar^2k^2/2m$ with $k>0$, so that

$$\psi''+p^2\psi=0,\qquad p^2(z)=k^2+\frac{\beta^2}{z^4}. \tag{2}$$

The motion is one-dimensional, along the normal of a flat static wall. Far out, $\psi\to e^{-ikz}+r\,e^{ikz}$, and the reflection probability is $R=|r|^2$. At the wall I assume full absorption: whatever arrives sticks or changes its internal state and does not return in this channel. Then $\psi\to N z\,e^{i\beta/z}$ as $z\to0$, with some constant $N$.

For $z\ll1/k$ the energy term is unimportant and the wave is $N\psi_0$. For $z\gg\beta$ the potential is unimportant and the wave is a sum of plane waves. When $k\beta\ll1$ the two ranges overlap, and there

$$e^{-ikz}+r\,e^{ikz}\simeq(1+r)-ik(1-r)z\quad\text{must equal}\quad N(z+i\beta).$$

The terms in $z$ give $N=-ik(1-r)$, and the constants give $1+r=i\beta N=k\beta(1-r)$. Therefore

$$r\simeq-\frac{1-k\beta}{1+k\beta},\qquad R\simeq1-4k\beta . \tag{3}$$

The size of the error can be found from the flux. It has the same value at all $z$; near the wall $\mathrm{Im}(\psi^*\psi')=-\beta|N|^2$, and far away it is $-k(1-R)$. So, for every $k$,

$$1-R=\frac{\beta|N|^2}{k}, \tag{4}$$

and only the modulus of $N$ is needed. Treat $-k^2\psi$ as a source in the zero-energy equation:

$$\psi(z)=N\psi_0(z)-k^2\int_0^z G(z,z')\,\psi(z')\,dz',\qquad G=\frac{zz'}{\beta}\sin\!\left(\frac{\beta}{z'}-\frac{\beta}{z}\right).$$

Here $G$ solves the zero-energy equation in $z$, vanishes at $z=z'$ and has unit slope there, as the source term requires. From $|\sin u|\le u$ one finds $|G|\le z-z'$ and $|\partial_zG|\le1$. Iterating the integral equation then gives $|\psi|\le|N|\sinh(kz)/k$. Up to the distance

$$z_E=\sqrt{\beta/k},$$

where $kz_E=\beta/z_E=\sqrt{k\beta}\equiv\epsilon$, the energy therefore changes $\psi$ and $\psi'$ by relative amounts of order $k^2z_E^2=\epsilon^2$. Expanding $\psi_0$ and $\psi_0'=e^{i\beta/z}(1-i\beta/z)$ at $z_E$,

$$\psi=Nz_E\,[1+i\epsilon+O(\epsilon^2)],\qquad \psi'=N[1+O(\epsilon^2)].$$

The amplitude of the incoming plane wave is $a(z)=\tfrac12e^{ikz}(\psi+i\psi'/k)$, which tends to 1 far away. At $z_E$,

$$|a|=\frac{|\psi'-ik\psi|}{2k}=\frac{|N|}{2k}\,|1-i\epsilon+O(\epsilon^2)|=\frac{|N|}{2k}[1+O(\epsilon^2)].$$

Beyond $z_E$, equation (2) gives $a'=-i\beta^2e^{ikz}\psi/(2kz^4)$. The quantity $|\psi'|^2+p^2|\psi|^2$ has derivative $(p^2)'|\psi|^2<0$, so it falls with distance. This keeps $|\psi'|$ below $|N|[1+O(\epsilon^2)]$, and so $|\psi|$ below about $|N|z$. The later change of $a$ is then at most about

$$\frac{\beta^2|N|}{2k}\int_{z_E}^\infty\frac{dz}{z^3}=\frac{\beta^2|N|}{4kz_E^2}=\frac{|N|}{2k}\cdot\frac{k\beta}{2}.$$

Since $a\to1$, it follows that $|N|=2k[1+O(k\beta)]$, and (4) becomes

$$\boxed{R=1-4k\beta_4+O\big((k\beta_4)^2\big)} \tag{5}$$

The wave enters the inner region with a slope of order $k$, so the density there is of order $k^2$. The flux it carries is also of order $k^2$, whereas the incoming flux is of order $k$. The absorbed fraction must vanish as $k$.

Direct integration of (2) gives $(1-R)/(4k\beta)=0.980$ at $k\beta=0.01$ and $0.996$ at $k\beta=0.002$. The approach to 1 is linear in $k\beta$, as (5) allows. In the same data $-\ln R/(4k\beta)$ is closer to 1, namely $0.99945$ at $k\beta=0.01$. So $e^{-4k\beta}$ is the better estimate at small $k\beta$; this is a numerical observation, since second-order terms have not been derived here.

There is no classical turning point, so the place of reflection has to be sought where the WKB description fails. The WKB waves are

$$\varphi_\pm=p^{-1/2}e^{\pm i\Phi},\qquad \Phi'=p,\qquad \frac{\varphi_\pm'}{\varphi_\pm}=\pm ip-\frac{p'}{2p}.$$

Using $\varphi''/\varphi=(\varphi'/\varphi)'+(\varphi'/\varphi)^2$, the terms $\pm ip'$ cancel and

$$\varphi_\pm''+p^2(1-Q)\varphi_\pm=0,\qquad Q=\frac{3p'^2}{4p^4}-\frac{p''}{2p^3}. \tag{6}$$

These waves solve an equation that differs from (2) by the relative amount $Q$. WKB is good where $|Q|\ll1$.

To evaluate $Q$, write $F=p^2$, so that $p'=F'/(2p)$ and $p''=F''/(2p)-F'^2/(4p^3)$. Then

$$Q=\frac{5F'^2}{16F^3}-\frac{F''}{4F^2}.$$

With $x=z/z_E$ one has $F=k^2f$, $f=1+x^{-4}$, $f_x=-4x^{-5}$ and $f_{xx}=20x^{-6}$. Two derivatives in $z$ bring the factor $1/z_E^2=k/\beta$, and so

$$Q=\frac{1}{k\beta}\,\frac{5x^{-10}-5x^{-6}(1+x^{-4})}{f^3}=-\frac{5}{k\beta}\,\frac{x^6}{(1+x^4)^3}=-\frac{5}{k\beta}\,\frac{1}{(x^2+x^{-2})^3}. \tag{7}$$

The sum $x^2+x^{-2}$ has its least value, 2, at $x=1$. Thus $|Q|$ peaks at $z_E$, where $|V|=E$, with height $5/(8k\beta)$. Taking $|Q|>1$ as the mark of failure, a region of failure exists for $k\beta<5/8$, and its edges follow from

$$x^2+x^{-2}=S,\qquad S=\left(\frac{5}{k\beta}\right)^{1/3},\qquad x^2=\frac{S\pm\sqrt{S^2-4}}{2}.$$

Near threshold $S$ is large and $x^2\simeq S^{\pm1}$, which gives

$$z_{\rm in}\simeq5^{-1/6}\beta^{2/3}k^{-1/3},\qquad z_{\rm out}\simeq5^{1/6}\beta^{1/3}k^{-2/3}. \tag{8}$$

Since $z_{\rm in}/\beta\propto(k\beta)^{-1/3}$ and $kz_{\rm out}\propto(k\beta)^{1/3}$, the region near threshold lies between $\beta$ and $1/k$ and moves outwards as the particle slows further. WKB holds on both sides of it. On the inner side (7) gives $|Q|\simeq5k^2z^6/\beta^4$, which vanishes with $k$. The wavelength need not be short there, since $1/p\simeq z^2/\beta$ exceeds $z$ for $z>\beta$, but the WKB waves are the exact zero-energy solutions and only the energy term spoils them. On the outer side $|Q|\simeq5\beta^2/(k^4z^6)$, which is small because the potential becomes negligible.

Another common measure is the change of the reduced wavelength $1/p$ with distance,

$$\left|\frac{d}{dz}\frac1p\right|=\frac{1}{\sqrt{k\beta}}\,\frac{2x}{(1+x^4)^{3/2}}.$$

Its logarithmic derivative vanishes when $1+x^4=6x^4$, so it peaks at $x=5^{-1/4}\approx0.669$, somewhat closer to the wall. It gives the same order of distance, but at $k=0$ it becomes $2z/\beta$ and grows without limit, although $ze^{\pm i\beta/z}$ are then both WKB waves and true solutions. In that case $p=\beta/z^2$, both terms of $Q$ equal $3z^2/\beta^2$, and $Q=0$. A large slope of the wavelength is therefore no proof that WKB fails.

The link between $Q$ and reflection can be made quantitative. Write $\psi=A\varphi_-+B\varphi_+$ with varying $A$ and $B$, and require $A'\varphi_-+B'\varphi_+=0$. Then $\psi'=A\varphi_-'+B\varphi_+'$, and (2) with (6) leaves $A'\varphi_-'+B'\varphi_+'=-p^2Q\psi$. Eliminating first $A'$ and then $B'$ gives

$$B'=\tfrac i2pQ\,(B+Ae^{-2i\Phi}),\qquad A'=-\tfrac i2pQ\,(A+Be^{2i\Phi}).$$

For the local ratio $\rho=B/A$ of outward to inward wave this means

$$\rho'=\tfrac i2pQ\,(2\rho+e^{-2i\Phi}+\rho^2e^{2i\Phi}).$$

Set $\rho=|\rho|e^{i\theta}$ and $\eta=\theta+2\Phi$. The real part of $e^{-i\theta}\rho'$ is

$$|\rho|'=\tfrac12pQ\,(1-|\rho|^2)\sin\eta .$$

Because $|\sin\eta|\le1$ and $\rho=0$ at the wall,

$$|\rho(z)|\le\tanh\left(\tfrac12\int_0^zp|Q|\,dz'\right). \tag{9}$$

Where $Q$ vanishes, $|\rho|$ does not change. With $p\,dz=\sqrt{k\beta}\,x^{-2}(1+x^4)^{1/2}dx$ and the substitution $t=x^4$, the whole integral is

$$\int_0^\infty p|Q|\,dz=\frac{1}{\sqrt{k\beta}}\int_0^\infty\frac{5x^4\,dx}{(1+x^4)^{5/2}}=\frac{5}{4\sqrt{k\beta}}\,\mathrm B\!\left(\tfrac54,\tfrac54\right)\approx\frac{0.7725}{\sqrt{k\beta}},$$

where $\mathrm B$ is the beta function. Hence $R\le\tanh^2(0.386/\sqrt{k\beta})$. At large $k\beta$ this forces $R$ to zero; at $k\beta=1$ the bound is 0.14 and the integrated value is 0.065. Near threshold the bound approaches 1 and leaves room for total reflection.

At $k\beta=0.01$ the failure region runs from $3.58\beta$ to $27.9\beta$. The integrated wave has $|\rho|^2=0.0008$ at the inner edge, $0.9594$ at the outer edge and $0.9608$ far away. In this sense nearly all the reflection is made between the edges. Inside the region the split into inward and outward waves is a convention, because neither part is close to a solution by itself. The statement also depends on splitting into $\varphi_\pm$, which are nearly solutions on both sides. A cruder split, defined by $\psi'=ip\,(\text{outward}-\text{inward})$ without the term $-p'/2p$, would already show $|\rho|^2\approx0.76$ at the inner edge. That is only because the slope of the wavelength is about 7 there and the parts of that split are not solutions.

The coefficient in (5) rests on two conditions besides small $k\beta$. Any zero-energy solution that behaves as $z-a$ at large $z$ defines a scattering length $a$. In (1), $a=-i\beta$. Repeating the matching with $-a$ in place of $i\beta$ gives

$$r\simeq-\frac{1-ika}{1+ika},\qquad R\simeq1-4kb,\qquad b=-\mathrm{Im}\,a. \tag{10}$$

The first condition is full absorption. If the wall returns an amplitude $\rho_0$, then $\chi=e^{i\beta s}+\rho_0e^{-i\beta s}$, and at large $z$ the wave is $\psi\to(1+\rho_0)z+i\beta(1-\rho_0)$. Therefore

$$b=\beta\,\mathrm{Re}\,\frac{1-\rho_0}{1+\rho_0}=\beta\,\frac{1-|\rho_0|^2}{|1+\rho_0|^2}.$$

For $\rho_0=0.3$ this is $0.91\beta/1.69=0.5385\beta$, as direct integration confirms. The phase of $\rho_0$ matters: $\rho_0=-0.3$ would give a coefficient above $\beta$. Near $\rho_0=-1$ the scattering length diverges, and the linear law then holds only for $k|a|\ll1$, a much narrower range.

The second condition concerns the potential at shorter distance. A tail alone does not fix $b$. As a model with a different law near the wall, take

$$V=-\frac{C_4}{z^3(z+l)},$$

which passes from $-C_4/z^4$ for $z\gg l$ to $-C_3/z^3$ with $C_3=C_4/l$ for $z\ll l$. The substitution $\psi=z\chi(s)$ now gives

$$\chi_{ss}+\frac{\beta^2}{1+ls}\,\chi=0 .$$

Let $u=(2\beta/l)\sqrt{1+ls}$, so that $u_s=2\beta^2/(lu)$, and try $\chi=uH_1(u)$ with the Hankel function $H_n=J_n+iY_n$. From $(uH_1)'=uH_0$ and $H_0'=-H_1$,

$$\chi_s=\frac{2\beta^2}{l}H_0,\qquad \chi_{ss}=-\frac{4\beta^4}{l^2}\frac{H_1}{u}=-\frac{\beta^2}{1+ls}\,\chi .$$

This solution behaves as $e^{iu}$ for large $u$ and so moves towards the wall. At large $z$, $\psi\to z\chi(0)+\chi_s(0)$, hence $a=-\chi_s(0)/\chi(0)=-\beta H_0(c)/H_1(c)$ with $c=2\beta/l$. The Wronskian $J_1Y_0-J_0Y_1=2/(\pi c)$ then yields

$$b=\frac{\beta}{|H_1(c)|^2}\,\frac{2}{\pi c}=\frac{l}{\pi\,|H_1(2\beta/l)|^2}. \tag{11}$$

For $l\ll\beta$, the large-argument form $|H_1(c)|^2\simeq(2/\pi c)(1+3/8c^2)$ gives $b\simeq\beta(1-3l^2/32\beta^2)$. There is no term linear in $l$, so in this model a short crossover changes $b$ very little: at $l=0.5\beta$ both (11) and direct integration give $b=0.978\beta$. At $l=2\beta$ they give $0.792\beta$. For $l\gg\beta$, $|H_1(c)|\simeq2/(\pi c)$ and $b\simeq\pi\beta^2/l=2\pi mC_3/\hbar^2$. The inner $z^{-3}$ part then sets the threshold coefficient, although the outermost tail is still $-C_4/z^4$.

For numbers, take a model atom with $m=20$ u, $C_4=400\,E_{\rm h}a_0^4$ and $l=1000\,a_0$. Then $\beta=285.8$ nm, or $5401\,a_0$, and $l/\beta=0.185$. At a speed of 0.1 mm/s the wavenumber is $k=mv/\hbar=0.03149\ \mu\mathrm m^{-1}$, so

$$k\beta=0.03149\times0.2858=0.00900,\qquad 1-4k\beta=0.9640 .$$

Integration for the pure $z^{-4}$ potential gives $R=0.9647$. The peak of $|Q|$ is $0.625/0.00900\approx69$, at $z_E=285.8\ \mathrm{nm}/\sqrt{0.00900}\approx3010$ nm, and $|Q|>1$ from about 1060 to 8570 nm. WKB thus fails micrometres from the wall. This distance is not a turning point: by (3) the reflected wave has nearly the phase that a hard wall at $z=0$ would give. The crossover lowers $b$ by $3(0.185)^2/32\approx0.3\%$, which raises $R$ by about $0.0001$.

At 1 mm/s, $k\beta=0.0900$. The linear law gives $0.640$, but the integrated value is $R=0.703$: the absorbed fraction is $0.297$, and the law overstates it by about 21%. The estimate $e^{-4k\beta}=0.698$ is closer. The failure region has moved in to 507–1790 nm, and the peak of $|Q|$ has fallen to about 7.

These numbers belong to the model potential, and two limits apply to a real surface. First, gravity is left out. For this mass $mg/k_B\approx24$ nK per micrometre, far above the kinetic energies of 0.012 nK and 1.2 nK, so the example applies only to a vertical wall or with gravity compensated. Second, the retarded $z^{-4}$ tail is a zero-temperature form. It goes over into a thermal $z^{-3}$ tail at distances of the order of $\hbar c/k_BT$, which is 7.6 $\mu$m at 300 K. For a perfect mirror at that temperature and a static polarizability, the potential at 8.6 $\mu$m is more than twice the $z^{-4}$ value, so the outer edge quoted above would not carry over. In that model $R$ at 0.1 mm/s changes by only about $0.0002$. The full set of values is in the numerical output below.

## Calculated quantities

```
Threshold scan (pure z^-4, absorbing wall)
k*beta4=0.002: R=0.992032, 1-4k*beta4=0.9920, (1-R)/(4k*beta4)=0.99598, -lnR/(4k*beta4)=0.99997
k*beta4=0.005: R=0.980202, 1-4k*beta4=0.9800, (1-R)/(4k*beta4)=0.98991, -lnR/(4k*beta4)=0.99984
k*beta4=0.010: R=0.960811, 1-4k*beta4=0.9600, (1-R)/(4k*beta4)=0.97973, -lnR/(4k*beta4)=0.99945
k*beta4=0.020: R=0.923252, 1-4k*beta4=0.9200, (1-R)/(4k*beta4)=0.95935, -lnR/(4k*beta4)=0.99816
k*beta4=0.100: R=0.676992, 1-4k*beta4=0.6000, (1-R)/(4k*beta4)=0.80752, -lnR/(4k*beta4)=0.97524
k*beta4=0.500: R=0.194461, 1-4k*beta4=-1.0000, (1-R)/(4k*beta4)=0.40277, -lnR/(4k*beta4)=0.81876
k*beta4=1.000: R=0.064908, 1-4k*beta4=-3.0000, (1-R)/(4k*beta4)=0.23377, -lnR/(4k*beta4)=0.68370
WKB failure at k*beta4 = 0.01
z_E/beta4 = 10.000, max|Q| = 62.500
peak of |d(1/p)/dz|: z/z_E = 0.6687, height = 10.175
edges |Q|=1: z/beta4 = 3.579 and 27.944
integral of p|Q| times sqrt(k*beta4) = 0.77253
integral of p|Q| up to inner edge = 0.05737
local R: inner edge 0.000801, outer edge 0.959379, far 0.960811
Coefficient b/beta4 from R at k*beta4 = 0.001
wall returns amplitude 0.3: numerical 0.5385, formula 0.5385
crossover l/beta4=0.5: numerical 0.9782, formula 0.9782
crossover l/beta4=2.0: numerical 0.7919, formula 0.7919
Worked example
m = 20 u, C4 = 400 E_h a0^4, l = 1000 a0
beta4 = 285.79 nm = 5400.6 a0
l/beta4 = 0.1852, b/beta4 = 0.99682
speed = 0.1 mm/s
  E/k_B = 0.0120 nK, k = 0.03149 1/um, k*beta4 = 0.00900
  z_E = 3012.4 nm, max|Q| = 69.44
  |Q|>1 from 1058.6 nm to 8572.1 nm
  R numerical = 0.96466, 1-4k*beta4 = 0.96400, exp(-4k*beta4) = 0.96464
  R with crossover = 0.96477
speed = 1.0 mm/s
  E/k_B = 1.2027 nK, k = 0.31492 1/um, k*beta4 = 0.09000
  z_E = 952.6 nm, max|Q| = 6.94
  |Q|>1 from 506.8 nm to 1790.5 nm
  R numerical = 0.70301, 1-4k*beta4 = 0.64000, exp(-4k*beta4) = 0.69768
  R with crossover = 0.70381
```
